# The von Weizsaecker Coefficient from Linear Response: One Ninth and One: a numerical check

```python
# Result under test: for a uniform non-interacting electron gas (density n0,
# Fermi wavenumber kF, spin-unpolarized, 3D) the kinetic energy per volume of
# n0 + A cos(q x) exceeds that of the uniform gas by K(q) A^2/4, where
#   K = K_TF / F(eta), K_TF = pi^2 hbar^2/(m kF), eta = q/(2 kF),
# and F is the Lindhard function. Small q: Thomas-Fermi + (1/9) Weizsaecker.
# Large q: full Weizsaecker, followed by -3/5 of the Thomas-Fermi kernel.
# Independent road: diagonalization for electrons in the potential v0 cos(q x),
# with free transverse motion; density and kinetic energy from the orbitals.
# Units: eV and angstrom (A).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

c = const.hbar**2 / const.m_e / const.e * 1e20      # hbar^2/m in eV A^2
n0 = 0.05                                         # mean density, 1/A^3
kF = (3 * np.pi**2 * n0) ** (1 / 3)
EF = 0.5 * c * kF**2
K_TF = np.pi**2 * c / kF                          # eV A^3
gl_x, gl_w = np.polynomial.legendre.leggauss(30)
theta = 2 * np.pi * np.arange(256) / 256          # q x over one period


def lindhard(eta):
    log_term = np.log(np.abs((1 + eta) / (1 - eta)))
    return 0.5 + (1 - eta**2) / (4 * eta) * log_term


def t_uniform(n):
    """Kinetic energy per volume of the uniform gas of density n."""
    return 0.3 * c * (3 * np.pi**2) ** (2 / 3) * n ** (5 / 3)


def t_weizsaecker(n, dn):
    return c / 8 * np.mean(dn**2 / n)


def bloch(k, v0, q):
    """Plane-wave kinetic energies, band energies and orbitals at each k."""
    jmax = int(np.ceil(kF / q)) + 12
    j = np.arange(-jmax, jmax + 1)
    kinetic = 0.5 * c * (np.asarray(k)[:, None] + j * q) ** 2
    i = np.arange(len(j))
    H = np.zeros((len(kinetic), len(j), len(j)))
    H[:, i, i] = kinetic
    H[:, i[:-1], i[1:]] = v0 / 2
    H[:, i[1:], i[:-1]] = v0 / 2
    E, C = np.linalg.eigh(H)
    return kinetic, E, C


def fill(k_top, v0, q):
    """Fill all states below the band energy at extended-zone wavenumber k_top.
    The k integral is split at the Fermi point, so each part is smooth."""
    half = q / 2
    band = int(np.ceil(k_top / half))
    if band % 2:
        k_cut = k_top - (band - 1) * half
    else:
        k_cut = band * half - k_top
    mu = bloch([k_cut], v0, q)[1][0, band - 1]
    k = np.concatenate([k_cut * (1 + gl_x) / 2,
                        k_cut + (half - k_cut) * (1 + gl_x) / 2])
    wk = np.concatenate([k_cut * gl_w / 2, (half - k_cut) * gl_w / 2])
    kinetic, E, C = bloch(k, v0, q)
    depth = np.maximum(mu - E, 0.0)
    # two spins, +k and -k, transverse two-dimensional density of states
    occ = wk[:, None] * depth / (np.pi**2 * c)
    return kinetic, C, depth, occ


def electron_gas(v0, q):
    """Density n(x), its derivative, cosine amplitude, kinetic energy/volume."""
    k_top = brentq(lambda p: fill(p, v0, q)[3].sum() - n0,
                   0.85 * kF, 1.15 * kF, xtol=1e-14, rtol=1e-14)
    kinetic, C, depth, occ = fill(k_top, v0, q)
    along = np.einsum('kj,kjb->kb', kinetic, C**2)
    t = np.sum(occ * (along + depth / 2))
    B = C * np.sqrt(occ)[:, None, :]
    D = np.tensordot(B, B, axes=([0, 2], [0, 2]))
    rho = np.array([np.trace(D, offset=m) for m in range(len(D))])
    m = np.arange(1, len(D))
    n = rho[0] + 2 * np.cos(np.outer(theta, m)) @ rho[1:]
    dn = -2 * q * np.sin(np.outer(theta, m)) @ (m * rho[1:])
    return n, dn, 2 * rho[1], t


# --- symbolic expansions of 1/F at both ends ---
x = sp.symbols('x', positive=True)
logs = sp.log(1 + x) - sp.log(1 - x)
F_small = sp.series(sp.Rational(1, 2) + (1 - x**2) / (4 * x) * logs,
                    x, 0, 10).removeO()
inv_small = sp.expand(sp.series(1 / F_small, x, 0, 5).removeO())
# here x stands for 1/eta
F_large = sp.series(sp.Rational(1, 2) + (x**2 - 1) / (4 * x) * logs,
                    x, 0, 10).removeO()
inv_large = sp.expand(sp.series(1 / sp.expand(F_large / x**2),
                                x, 0, 5).removeO())
small = [inv_small.coeff(x, p) for p in (0, 2, 4)]
large = [inv_large.coeff(x, p) for p in (0, 2, 4)]
assert small == [1, sp.Rational(1, 3), sp.Rational(8, 45)]
assert large == [3, -sp.Rational(3, 5), -sp.Rational(24, 175)]

print(f"hbar^2/m = {c:.5f} eV A^2")
print(f"n0 = {n0} 1/A^3, kF = {kF:.5f} 1/A, EF = {EF:.4f} eV")
print(f"K_TF = {K_TF:.4f} eV A^3")
print(f"uniform kinetic energy per electron = {t_uniform(n0)/n0:.5f} eV")
print("1/F small eta, coefficients of eta^0, eta^2, eta^4:", *small)
print("1/F large eta, coefficients of eta^2, eta^0, eta^-2:", *large)

# --- kernels of the two functionals, from the functionals themselves ---
amp, q_test = 0.003 * n0, 0.7 * kF
n_wave = n0 + amp * np.cos(theta)
dn_wave = -amp * q_test * np.sin(theta)
K_W_num = 4 * t_weizsaecker(n_wave, dn_wave) / amp**2
K_TF_num = 4 * (np.mean(t_uniform(n_wave)) - t_uniform(n0)) / amp**2
assert abs(K_W_num / (3 * (q_test / (2 * kF)) ** 2 * K_TF) - 1) < 1e-4
assert abs(K_TF_num / K_TF - 1) < 1e-4

# --- weak potentials: response and kinetic kernel from diagonalization ---
print("Weak waves; K/K_TF: Lindhard, diagonalization, 1+eta^2/3,"
      " 3eta^2-3/5; then lambda")
ratio_num = {}
for eta in (0.08, 0.16, 0.4, 0.8, 2.0, 4.0):
    q = 2 * kF * eta
    v0 = 0.003 * n0 * K_TF * (1 + 3 * eta**2)
    n, dn, A, t = electron_gas(v0, q)
    chi_formula = -lindhard(eta) / K_TF
    assert abs(A / v0 / chi_formula - 1) < 1e-4
    K_num = 4 * (t - t_uniform(n.mean())) / A**2
    ratio = K_num / K_TF
    ratio_num[eta] = ratio
    assert abs(ratio * lindhard(eta) - 1) < 1e-4
    lam = (ratio - 1) / (3 * eta**2)
    lam_formula = (1 / lindhard(eta) - 1) / (3 * eta**2)
    assert abs(lam - lam_formula) < 1e-3
    print(f"eta={eta:4.2f} q={q:.4f} 1/A: {1/lindhard(eta):.6f} {ratio:.6f} "
          f"{1+eta**2/3:.6f} {3*eta**2-0.6:.6f}; {lam:.5f}")

# remainders beyond the two leading terms, measured on the diagonalization
rest_small = ratio_num[0.16] - 1 - 0.16**2 / 3
rest_large = ratio_num[4.0] - 3 * 4.0**2 + 0.6
assert abs(rest_small / (8 / 45 * 0.16**4) - 1) < 0.05
assert abs(rest_large / (-24 / 175 / 4.0**2) - 1) < 0.10
print(f"remainder at eta=0.16: {rest_small:.3e}, "
      f"next term {8/45*0.16**4:.3e}")
print(f"remainder at eta=4: {rest_large:.3e}, "
      f"next term {-24/175/16:.3e}")

# effective coefficient rises monotonically between the two limits
grid = np.linspace(0.05, 6, 400)
lam_grid = (1 / lindhard(grid) - 1) / (3 * grid**2)
assert np.all(np.diff(lam_grid) > 0)
assert lam_grid[0] > 1 / 9 and lam_grid[-1] < 1
print(f"lambda from {lam_grid[0]:.5f} (eta={grid[0]:.2f}) "
      f"to {lam_grid[-1]:.5f} (eta={grid[-1]:.0f}), monotonic")

# --- strong slow waves: the nonlinear gradient functional ---
v_slow = 0.25 * EF
print(f"Strong slow waves, v0 = 0.25 EF = {v_slow:.4f} eV; eV per electron")
lam_slow = {}
for eta in (0.16, 0.08):
    n, dn, A, t = electron_gas(v_slow, 2 * kF * eta)
    tf, tw = np.mean(t_uniform(n)), t_weizsaecker(n, dn)
    lam_slow[eta] = (t - tf) / tw
    err_tf, err_grad = (tf - t) / n0, (tf + tw / 9 - t) / n0
    assert abs(err_grad) < 0.1 * abs(err_tf)
    print(f"eta={eta}: n/n0 from {n.min()/n0:.4f} to {n.max()/n0:.4f}")
    print(f"  Ts={t/n0:.7f} TF={tf/n0:.7f} W={tw/n0:.7f}")
    print(f"  error TF={1e3*err_tf:.5f} meV, TF+W/9={1e3*err_grad:.5f} meV")
    print(f"  (Ts-TF)/W = {lam_slow[eta]:.6f}")
lam_zero = (4 * lam_slow[0.08] - lam_slow[0.16]) / 3
shrink = (lam_slow[0.16] - 1 / 9) / (lam_slow[0.08] - 1 / 9)
assert abs(lam_slow[0.08] - 1 / 9) < 2e-3
assert 3 < shrink < 5
assert abs(lam_zero - 1 / 9) < 1e-4
print(f"extrapolated to q=0: {lam_zero:.6f}; 1/9 = {1/9:.6f}")
print(f"deviation from 1/9 shrinks by {shrink:.3f} when q is halved")

# --- large q: all occupied orbitals respond alike ---
for eta in (4.0, 8.0):
    q = 2 * kF * eta
    C = bloch([0.0, kF], 1e-3 * c * q**2, q)[2][:, :, 0]
    modulation = 2 * np.sum(C[:, 1:] * C[:, :-1], axis=1)
    alike = modulation[1] / modulation[0]
    assert abs(alike - 1 / (1 - 1 / eta**2)) < 1e-4
    print(f"eta={eta:.0f}: orbital response at kx=kF over kx=0: {alike:.5f}")

# --- strong rapid waves: full Weizsaecker plus mass-reduced motion ---
print("Strong rapid waves, v0 = 1.2 eta^2 n0 K_TF; eV per electron")
misfit = {}
for eta in (4.0, 8.0):
    v_fast = 1.2 * eta**2 * n0 * K_TF
    n, dn, A, t = electron_gas(v_fast, 2 * kF * eta)
    tw, t0 = t_weizsaecker(n, dn), t_uniform(n.mean())
    mass_ratio = 1 / (n.mean() * np.mean(1 / n))
    rest = (t - tw) / t0
    misfit[eta] = rest - mass_ratio ** (1 / 3)
    full = (t - t0) / tw
    print(f"eta={eta:.0f}: v0={v_fast:.2f} eV, n/n0 from "
          f"{n.min()/n0:.4f} to {n.max()/n0:.4f}")
    print(f"  Ts={t/n0:.5f} W={tw/n0:.5f} (Ts-t0)/W={full:.5f}")
    print(f"  (Ts-W)/t0={rest:.6f}, r={mass_ratio:.6f}, "
          f"r^(1/3)={mass_ratio**(1/3):.6f}")
assert 0.99 < full < 1
assert 1 - mass_ratio ** (1 / 3) > 0.015
assert abs(misfit[8.0]) < 5e-4
assert abs(misfit[8.0]) < 0.35 * abs(misfit[4.0])

print("ALL CHECKS PASSED")
```

It prints:

```
hbar^2/m = 7.61996 eV A^2
n0 = 0.05 1/A^3, kF = 1.13972 1/A, EF = 4.9490 eV
K_TF = 65.9866 eV A^3
uniform kinetic energy per electron = 2.96940 eV
1/F small eta, coefficients of eta^0, eta^2, eta^4: 1 1/3 8/45
1/F large eta, coefficients of eta^2, eta^0, eta^-2: 3 -3/5 -24/175
Weak waves; K/K_TF: Lindhard, diagonalization, 1+eta^2/3, 3eta^2-3/5; then lambda
eta=0.08 q=0.1824 1/A: 1.002141 1.002141 1.002133 -0.580800; 0.11150
eta=0.16 q=0.3647 1/A: 1.008652 1.008652 1.008533 -0.523200; 0.11266
eta=0.40 q=0.9118 1/A: 1.058390 1.058390 1.053333 -0.120000; 0.12165
eta=0.80 q=1.8235 1/A: 1.338352 1.338356 1.213333 1.320000; 0.17623
eta=2.00 q=4.5589 1/A: 11.361004 11.361018 2.333333 11.400000; 0.86342
eta=4.00 q=9.1177 1/A: 47.391169 47.391218 6.333333 47.400000; 0.96648
remainder at eta=0.16: 1.186e-04, next term 1.165e-04
remainder at eta=4: -8.782e-03, next term -8.571e-03
lambda from 0.11126 (eta=0.05) to 0.98515 (eta=6), monotonic
Strong slow waves, v0 = 0.25 EF = 1.2372 eV; eV per electron
eta=0.16: n/n0 from 0.6430 to 1.3813
  Ts=3.0833254 TF=3.0823293 W=0.0088324
  error TF=-0.99605 meV, TF+W/9=-0.01467 meV
  (Ts-TF)/W = 0.112772
eta=0.08: n/n0 from 0.6402 to 1.3836
  Ts=3.0840969 TF=3.0838472 W=0.0022392
  error TF=-0.24971 meV, TF+W/9=-0.00092 meV
  (Ts-TF)/W = 0.111521
extrapolated to q=0: 0.111104; 1/9 = 0.111111
deviation from 1/9 shrinks by 4.052 when q is halved
eta=4: orbital response at kx=kF over kx=0: 1.06667
eta=8: orbital response at kx=kF over kx=0: 1.01587
Strong rapid waves, v0 = 1.2 eta^2 n0 K_TF; eV per electron
eta=4: v0=63.35 eV, n/n0 from 0.6365 to 1.4216
  Ts=9.06245 W=6.17211 (Ts-t0)/W=0.98719
  (Ts-W)/t0=0.973378, r=0.923329, r^(1/3)=0.973761
eta=8: v0=253.39 eV, n/n0 from 0.6398 to 1.4176
  Ts=27.12496 W=24.23228 (Ts-t0)/W=0.99683
  (Ts-W)/t0=0.974165, r=0.924740, r^(1/3)=0.974256
ALL CHECKS PASSED
```
